# Franz two-band tunnelling exponent and the parabolic overestimate of attenuation

## The decision in a leakage calculation

A gate-leakage calculation for a two-dimensional channel needs a decay constant for the electron inside the gate insulator. One must decide whether a band-edge mass may be put into the parabolic formula, or whether the valence band of the insulator must enter too. The decay constant is multiplied by the thickness and then exponentiated, so a modest change in it can move the predicted current by orders of magnitude. The choice also decides how a mass fitted to tunnelling data may be reused.

Energies are in eV and lengths in nm. Masses are positive magnitudes. The insulator has gap $G$, conduction-edge mass $m_c$ and valence-edge mass $m_v$. The electron energy lies a depth $\varepsilon$ below the conduction edge and a height $\eta=G-\varepsilon$ above the valence edge, with $0<\varepsilon<G$. At first the barrier is flat, the motion is normal to it, and tunnelling is coherent. "Attenuation" means the exponent $2\kappa d$ for thickness $d$; the prefactor is treated separately.

## Two coupled bands

Put the energy zero at the conduction edge and take

$$H(k)=\begin{pmatrix} ak^2 & Pk\\ Pk & -G-bk^2\end{pmatrix}.$$

Here $P\neq0$ couples the two bands, and $a,b\ge 0$ represent the curvature due to everything else. The energies satisfy

$$(ak^2-E)(-G-bk^2-E)-P^2k^2=0 .$$

To find the edge masses, expand at small $k$. Near the conduction edge $E$ is of order $k^2$, so the second bracket is $-G$ to leading order:

$$-G(ak^2-E)-P^2k^2=0\quad\Rightarrow\quad E=\left(a+\frac{P^2}{G}\right)k^2 .$$

Near the valence edge write $E=-G-\delta$. The first bracket tends to $G$ and the second is $\delta-bk^2$, so $\delta=(b+P^2/G)k^2$. Therefore

$$A\equiv\frac{\hbar^2}{2m_c}=a+\frac{P^2}{G},\qquad B\equiv\frac{\hbar^2}{2m_v}=b+\frac{P^2}{G}.$$

The coupling pushes the bands apart and contributes equally to both curvatures.

## Continuing into the gap

Inside the gap set $E=-\varepsilon$ and $k=i\kappa$, so that $e^{ikx}=e^{-\kappa x}$ and $k^2=-\kappa^2$. The determinant becomes

$$(\varepsilon-a\kappa^2)(-\eta+b\kappa^2)+P^2\kappa^2=0 .$$

The last sign is positive because $-P^2k^2=+P^2\kappa^2$. Multiplying out and reversing the overall sign,

$$\varepsilon\eta-(P^2+a\eta+b\varepsilon)\kappa^2+ab\,\kappa^4=0 .$$

Since $\varepsilon+\eta=G$, we may write $P^2=P^2(\varepsilon+\eta)/G$. The middle coefficient is then

$$P^2+a\eta+b\varepsilon=\left(a+\frac{P^2}{G}\right)\eta+\left(b+\frac{P^2}{G}\right)\varepsilon=A\eta+B\varepsilon .$$

If $ab=0$, the quartic term is absent and

$$\kappa^2=\frac{\varepsilon\eta}{A\eta+B\varepsilon},\qquad \frac1{\kappa^2}=\frac{\hbar^2}{2m_c\varepsilon}+\frac{\hbar^2}{2m_v(G-\varepsilon)} .$$

This is the Franz relation. If both $a$ and $b$ are nonzero, it is an approximation that drops $ab\kappa^4$. It still has the correct leading behaviour at each band edge, where $\kappa^2\to0$ and the quartic term is of second order in the small distance from the edge. Deeper in the gap, the two edge masses alone no longer fix $\kappa$.

For equal masses, $A=B=\hbar^2/2m$, and the denominator is $AG$:

$$\kappa^2=\frac{2m\varepsilon}{\hbar^2}\left(1-\frac{\varepsilon}{G}\right).$$

The simplest model with this dispersion has $a=b=0$ and $P^2=\hbar^2G/2m$.

## From the wave equation to the exponent

Take that simplest model and replace $k$ by $-i\,d/dx$. Let the conduction component be $\psi$ and write the valence component as $i\varphi$. The two rows of $H\Psi=-\varepsilon\Psi$ give

$$P\varphi'=-\varepsilon\psi,\qquad P\psi'=-\eta\varphi .$$

Differentiating the second and inserting the first gives $\psi''=(\varepsilon\eta/P^2)\psi=\kappa^2\psi$. The equations are first order with finite coefficients, so $\psi$ and $\varphi$ are continuous at an interface.

Let both contacts be identical, with the same $P$, gap $G_c$, and kinetic energy $e$ above their conduction edge. There $\varepsilon$ is replaced by $-e$ and $\eta$ by $G_c+e$. A right-moving wave has $\varphi=-iz\psi$ with $z=\sqrt{e/(G_c+e)}$; a left-moving wave has $\varphi=+iz\psi$. In the barrier, $e^{-\kappa x}$ has $\varphi=s\psi$ with

$$s=\frac{P\kappa}{\eta}=\sqrt{\frac{\varepsilon}{\eta}},$$

and $e^{+\kappa x}$ has $\varphi=-s\psi$.

Let the outgoing wave at $x=d$ be $\psi=1$, $\varphi=-iz$. Carrying it back through the barrier gives

$$\psi(0)=\cosh\kappa d-i\frac zs\sinh\kappa d,\qquad \varphi(0)=s\sinh\kappa d-iz\cosh\kappa d .$$

At $x=0$ the wave is the sum of an incoming part $\alpha$ and a reflected part $\beta$: $\psi=\alpha+\beta$ and $\varphi=-iz(\alpha-\beta)$. Solving for $\alpha$,

$$\alpha=\frac12\left(\psi+\frac{i\varphi}{z}\right)=\cosh\kappa d+\frac i2\left(\frac sz-\frac zs\right)\sinh\kappa d .$$

The contacts are identical, so $T=1/|\alpha|^2$. Using $\cosh^2=1+\sinh^2$,

$$T=\left[1+\frac14\left(\frac sz+\frac zs\right)^2\sinh^2\kappa d\right]^{-1}.$$

For $\kappa d\gg1$, $\sinh^2\kappa d\to e^{2\kappa d}/4$, and

$$T\to C e^{-2\kappa d},\qquad C=\frac{16}{(s/z+z/s)^2}.$$

The thickness appears in the exponential and not in $C$. One factor of $\kappa d$ comes from the amplitude, and the 2 comes from squaring it.

The one-band parabolic problem follows from the same algebra with $\varphi$ replaced by $\psi'$. For equal masses in barrier and contacts, the ratio $s/z$ becomes $\kappa_p/k$, where $k$ is the contact wavevector.

A channel electron is bound normal to the layer and is not an incoming plane wave. Its leakage rate needs another prefactor, but the tail through a thick flat barrier still carries the same exponential.

## Why the parabolic exponent is larger

The parabolic formula with the same conduction-edge mass is $\kappa_p^2=2m_c\varepsilon/\hbar^2=\varepsilon/A$. The Franz relation reads

$$\frac1{\kappa^2}=\frac1{\kappa_p^2}+\frac B\eta .$$

The added term is positive, so $\kappa<\kappa_p$. Multiplying by $\kappa_p^2$ gives the size of the effect:

$$\frac{\kappa}{\kappa_p}=\left[1+\frac{m_c}{m_v}\frac{\varepsilon}{G-\varepsilon}\right]^{-1/2}\ \xrightarrow{\,m_c=m_v\,}\ \sqrt{1-\frac{\varepsilon}{G}} .$$

There is a direct reading for $a=b=0$. Since $\varphi^2/\psi^2=\varepsilon/\eta$ in the decaying wave, its conduction weight is $\eta/(\varepsilon+\eta)=1-\varepsilon/G$. This equals $\kappa^2/\kappa_p^2$. The parabolic formula treats the wave as if it kept its band-edge character throughout the gap.

The inequality does not depend on dropping the quartic term. With $y=\kappa^2$, define

$$g(y)=-(\varepsilon-ay)(\eta-by)+P^2y ,$$

whose zeros are the allowed $\kappa^2$. At $y=0$, $g=-\varepsilon\eta<0$. At $y=\varepsilon/A=\kappa_p^2$, use $A-a=P^2/G$ to obtain $\varepsilon-ay=\varepsilon P^2/(AG)$. Then

$$g(\kappa_p^2)=\frac{\varepsilon P^2}{AG}\left(G-\eta+\frac{b\varepsilon}{A}\right)=\frac{\varepsilon^2P^2}{AG}\left(1+\frac bA\right)>0 .$$

A zero therefore lies between 0 and $\kappa_p^2$, and the slowest decay is slower than the parabolic one. In 2000 random models with $a,b>0$, solved as matrix problems in complex $k$, the largest ratio to the parabolic decay constant was 0.9988. The inequality is a property of two bands with constant $a$ and $b$. A higher conduction band coupled explicitly can reverse it. Take $G=6$ eV, $\varepsilon=2$ eV, edge masses $m_c=0.20$ and $m_v=1$ electron masses, and $P^2/G=0.01\ \text{eV nm}^2$. Add a band $\Delta=6$ eV above the conduction edge, with diagonal curvature $0.4\ \text{eV nm}^2$ and coupling $Qk$, where $Q^2/\Delta=0.05\ \text{eV nm}^2$. The smallest imaginary part of $k$ is then about 10% larger than $\kappa_p$.

## Limits, and what is held fixed

For equal masses and $\varepsilon\ll G$, expanding the square root gives

$$2(\kappa_p-\kappa)d\simeq \kappa_pd\,\frac{\varepsilon}{G}.$$

A small $\varepsilon/G$ alone does not make the error in the current small: this product must be small compared with one. For $G\to\infty$ at fixed $m$ and $\varepsilon$, the parabolic result returns.

The function $\varepsilon(G-\varepsilon)$ is largest at midgap, where $\kappa=\sqrt{mG/2}/\hbar$. Beyond midgap the true $\kappa$ falls towards zero at the valence edge, while the parabola drawn from the conduction edge keeps rising. Using a parabola from the valence edge there is better, but it also overestimates, because $\kappa^2=(2m\eta/\hbar^2)(1-\eta/G)$.

The comparison holds the band-edge mass fixed. If a parabolic mass is instead fitted to the decay at one depth, equal-mass Franz dispersion gives

$$m_{\rm fit}=m\left(1-\frac{\varepsilon}{G}\right).$$

Such a mass reproduces the exponent at that depth by construction. Kept fixed, it underestimates attenuation at smaller depths and overestimates it at larger ones. Inserting it into the Franz formula as a band-edge mass would count the correction twice.

## Worked example

Take $G=6$ eV, $\varepsilon=2$ eV, equal masses of 0.20 electron masses, and $d=4$ nm. With $\hbar^2/2m_e=0.0381\ \text{eV nm}^2$, where $m_e$ is the electron mass,

$$A=\frac{0.0381}{0.20}=0.1905\ \text{eV nm}^2,$$

$$\kappa_p=\sqrt{\frac{2}{0.1905}}=3.240\ \text{nm}^{-1},\qquad \kappa=3.240\sqrt{1-\frac26}=2.646\ \text{nm}^{-1}.$$

The exponents are $2\kappa d=21.16$ and $2\kappa_pd=25.92$. Their difference, taken before rounding, is 4.757, so the parabolic exponential is too small by a factor $e^{4.757}\approx116$ relative to the Franz one. An 18% reduction in the decay constant has become two orders of magnitude in leakage.

In design terms, the parabolic formula promises the exponent 25.92 at 4 nm. With the Franz decay constant that exponent needs $4/0.8165=4.9$ nm, for the same flat barrier and mass. The parabolic mass matching the Franz exponent at this depth is 0.133 electron masses.

For the prefactor, take contacts with $G_c=2$ eV and $e=0.5$ eV. Then $s=\sqrt{2/4}=0.707$ and $z=\sqrt{0.5/2.5}=0.447$, so $C=3.27$. The parabolic problem has $\kappa_p/k=\sqrt{2/0.5}=2$ and $C=2.56$. The full transmissions are $2.1\times10^{-9}$ and $1.4\times10^{-11}$. These two problems do not have the same contact mass. Sharing $P$ with the barrier gives the two-band contact an edge mass of $0.20\times2/6=0.067$ electron masses, while the parabolic contact has 0.20. If the parabolic contact is also given 0.067, with $\psi'/m$ continuous at the interfaces, its prefactor becomes 3.92. Whether the prefactors widen or narrow the gap between the models therefore depends on the contacts. For a thin barrier, contacts of different mass can even reverse the order of the transmissions. With $G_c=10$ eV, $e=0.1$ eV and $d=0.3$ nm, the two-band model gives $T=0.090$, while the parabolic model with a contact mass of 0.20 gives 0.124. The inequality for $\kappa$ is therefore not by itself an inequality for $T$.

The remaining values are in the numerical output.

## A barrier tilted by the gate voltage

With a field, $\varepsilon$ and $\eta$ vary with position. The wave equations then give

$$\psi''=\frac{\eta'}{\eta}\psi'+\kappa^2(x)\psi .$$

Put $\psi'=-q\psi$. This gives $q^2-q'=\kappa^2-(\eta'/\eta)q$. When $|\kappa'|$ and $|\eta'/\eta|\kappa$ are both small compared with $\kappa^2$, the leading solution is $q=\kappa$, and the exponent is $2\int_0^d\kappa\,dx$.

Let 1 V drop across the oxide, with the barrier falling towards the gate, so that $\varepsilon(x)=2-x/d$ in eV. The parabolic integral is elementary:

$$\frac{2d}{\sqrt A}\int_0^1\sqrt{2-u}\,du=\frac{4d}{3\sqrt A}\left(2^{3/2}-1\right)=22.34 .$$

The Franz integral, evaluated numerically, is 19.28. The leakage ratio falls from 116 to 21. The reason is that $\kappa_p-\kappa=\kappa_p(1-\sqrt{1-\varepsilon/G})$ increases with $\varepsilon$, and the tilt carries the electron through smaller depths.

The slowly varying formula was tested by propagating the two-band wave through 4 nm and 8 nm at the same voltage. The longer exponent is twice the shorter, while the leading prefactors depend on the end points and cancel in the difference of $\ln T$. That difference was 19.28, in agreement with the integral.

## A heavier valence band

Keep the conduction mass and depth, but let $m_v$ be one electron mass. Then

$$\frac1{\kappa^2}=\frac{0.1905}{2}+\frac{0.0381}{4}=0.1048\ \text{nm}^2,$$

and the flat-barrier exponent is 24.7. The leakage ratio to the parabolic formula is now 3.3, not 116. The overestimate survives, but its size depends strongly on the valence mass. For $m_v\to\infty$ at fixed $m_c$ and $0<\varepsilon<G$, it disappears. The remote-band terms matter too: with both edge masses at 0.20 electron masses but $a=b=0.9A$, the quartic term reduces the flat-barrier leakage ratio from 116 to 5.6. Quoting the equal-mass correction without knowledge of $m_v$ can therefore be as misleading as leaving it out.

## Traps

Suppose an electron crosses through a trap at position $x$ whose level matches its energy. The two steps have waiting times proportional to $e^{2\kappa x}$ and $e^{2\kappa(d-x)}$, if their prefactors are equal. The sum is smallest when its derivative vanishes, at $x=d/2$, where it equals $2e^{\kappa d}$. The best-placed trap thus has a rate proportional to $e^{-\kappa d}$, with half the direct exponent.

For the flat example this factor is $2.5\times10^{-5}$, which is $3.9\times10^4$ times the direct exponential. The parabolic error is also halved in the exponent: it becomes $\sqrt{116}\approx11$.

The scaling was tested on a model trap, a well 0.5 nm wide tuned to the electron energy. With 2 nm of oxide on each side its level width was 0.078 meV. Adding 0.5 nm to each side reduced the width at a logarithmic rate of $5.291\ \text{nm}^{-1}$ per side, equal to $2\kappa$ at the precision shown. This supports the exponent. It does not give a leakage current, which also needs the trap density, energies, and capture and emission prefactors.

## Momentum along the layer

In an isotropic two-band model $k^2$ is the sum of normal and in-plane parts. At fixed energy that sum must remain $-\kappa_0^2$, where $\kappa_0$ is the normal-incidence decay constant. Hence

$$\kappa^2=\kappa_0^2+k_\parallel^2 .$$

The parabolic formula gains the same term, so the ordering is unchanged.

This matters for a channel whose electrons sit at the corner of a hexagonal Brillouin zone, with $K=4\pi/(3a_{\rm lat})$. For a lattice constant $a_{\rm lat}=0.32$ nm, $K=13.1\ \text{nm}^{-1}$. If $K$ were conserved, the isotropic formula would raise the exponent from 21 to 107. That wavevector lies far outside a band-edge expansion, so the number shows sensitivity and is not a prediction. A crystalline insulator requires its own complex bands at that in-plane momentum. An amorphous one has no lateral periodicity to enforce the conservation.

## The model beside a real gate stack

The parameters are rough values in the regime of a hafnium-oxide insulator on a MoS$_2$ channel. The gap and thickness are of a typical order; the band offset and masses are less certain, and for an amorphous oxide the two-band mass is phenomenological. A mass of 0.20 is of the size of parabolic masses fitted to tunnelling data, and the band-edge masses of hafnium oxide need be neither this light nor equal. If 0.20 is such a fitted mass at this depth, the equal-mass edge value is 0.30, the exponent is already 25.92, and the factor 116 must not be applied to it. The field is 2.5 MV/cm, half of a rough breakdown value of 5 MV/cm. Real oxides break the assumption of a trap-free barrier, and the trap estimate shows how far the exponential factor can then move. Among the other changes at flat band, a 0.1 eV lower barrier reduces the Franz exponent by 0.28, and raising the electron energy by one thermal energy at 300 K, with no in-plane momentum in the oxide, reduces it by 0.07. If all the field lines end on mobile channel electrons, a relative permittivity of 20 gives $2.8\times10^{13}\ \text{cm}^{-2}$. With a channel mass of 0.5 electron masses and fourfold spin and valley degeneracy, the Fermi energy is about 0.07 eV. If the electron can enter the oxide without in-plane momentum, this lowers the exponent by 0.18 for the flat barrier and by 0.30 for the tilted barrier that belongs to this field. In the channel, however, this energy is in-plane kinetic energy. If the in-plane momentum were conserved, for a valley at the zone centre, the relation $\kappa^2=\kappa_0^2+k_\parallel^2$ would instead raise the exponent by about 1.1 for either barrier. The Boltzmann factor for passing over the 2 eV barrier is about $10^{-34}$, negligible beside the tunnelling factor. Image-force lowering is not included; a classical image charge at the gate alone, with an optical permittivity of about 4, lowers the tilted exponent by roughly 0.9. For coherent tunnelling with these inputs, the valence mass, the field tilt and the image force deserve attention before the channel temperature does. Leakage through traps can depend on temperature through capture and emission, which are not modelled here.

## Calculated quantities

```
Gap: 6.00 eV
Depth below conduction edge: 2.00 eV
Equal band-edge mass: 0.20 electron masses
Oxide thickness: 4.00 nm
hbar^2/(2 m_electron): 0.038100 eV nm^2
Two-band coupling P: 1.0691 eV nm
Franz decay constant: 2.6456 nm^-1
Parabolic decay constant: 3.2402 nm^-1
Ratio Franz/parabolic: 0.8165
Franz decay constant at midgap: 2.8061 nm^-1
Franz exponent 2 kappa d: 21.165
Parabolic exponent: 25.921
Exponent excess: 4.757
Franz factor exp(-2 kappa d): 6.431e-10
Parabolic factor: 5.527e-12
Leakage factor ratio: 116.4
Parabolic mass matching Franz here: 0.1333 electron masses
Random models tested: 2000
Largest decay ratio in random models: 0.998752
Model contact gap: 2.00 eV
Model contact kinetic energy: 0.50 eV
Full two-band transmission: 2.100e-09
Full parabolic transmission: 1.415e-11
Two-band prefactor: 3.265
Parabolic prefactor: 2.560
Oxide voltage: 1.00 V
Oxide field: 2.50 MV/cm
Rough breakdown field (input): 5.0 MV/cm
Field/breakdown field: 0.50
Tilted Franz exponent: 19.279
Tilted exponent from wave propagation: 19.280
Tilted parabolic exponent: 22.342
Tilted leakage factor ratio: 21.4
Heavier valence mass: 1.00 electron masses
Franz exponent, heavier valence mass: 24.715
Leakage factor ratio, heavier valence mass: 3.34
Exponent drop for 0.1 eV lower barrier: 0.2796
Temperature: 300 K
Thermal energy: 0.0259 eV
Exponent drop for one thermal energy: 0.0694
Over-barrier Boltzmann factor: 2.52e-34
Relative permittivity (rough input): 20.0
Channel mass (rough input): 0.50 electron masses
Channel density from field: 2.76e+13 cm^-2
Channel Fermi energy, zero-temperature estimate: 0.0661 eV
Exponent drop at Fermi energy: 0.1816
Model trap width: 0.50 nm
Trap level width, 2 nm oxide each side: 0.07826 meV
Trap width decay per nm of each side: 5.2912 nm^-1
Mid-oxide trap factor exp(-kappa d): 2.536e-05
Trap/direct exponential ratio: 3.943e+04
Channel lattice constant (rough input): 0.32 nm
Channel K-point wavevector: 13.09 nm^-1
Exponent if K conserved, isotropic extrapolation: 106.8
```
